Thermodynamic charge transition levels of defects in crystals, part 2

We seek the Fermi level E_F at which a defect D changes its stable charge q. Algebra is in atomic units, numbers in eV and Å.

A defect adds n_i neutral atoms of species i (chemical potential μ_i, z_i electrons each) to a host cell (energy E_bulk, N_bulk electrons) and gives q electrons to a reservoir at μ_e = E_v + E_F:

N_e(q) = N_bulk + Σ_i n_i z_i − q     (4)

E_f(q) = E(D^q) + E_corr(q) − E_bulk − Σ_i n_i μ_i + q μ_e     (5)

E_v = E_bulk(N_bulk) − E_bulk(N_bulk − 1)     (6)

E_f(q; E_F) = E_f(q; 0) + q E_F
E_f(q; 0) = E(D^q) + E_corr(q) − E_bulk − Σ_i n_i μ_i + q E_v     (7)

E(D^q) is the relaxed energy, E_corr the image correction, Ẽ their sum, E_v and E_c the band edges, E_g the gap. Charge states q > q′ of one defect cross at

ε(q/q′) = [E_f(q; 0) − E_f(q′; 0)] / (q′ − q)     (8)

ε(q/q′) = [1/(q − q′)] Σ_{p=q′+1..q} ε(p/p−1)     (10)

ε(q/q′) = [Ẽ(q) − Ẽ(q′)]/(q′ − q) − E_v     (12)

and U_eff = ε(0/−) − ε(+/0). Lines of different composition cross at E_×, with

∂E_×/∂μ_i = (n_i′ − n_i)/(q′ − q)     (13)

For energy E(q; x) at geometry x, minimal at x_q,

E(0; x_0) − E(+; x_0) − E_v ≤ ε(+/0) ≤ E(0; x_+) − E(+; x_+) − E_v     (14)

M(E_F) is the lowest E_f(q; E_F); state q is strictly lowest for

max_{q′>q} ε(q′/q) < E_F < min_{q′<q} ε(q/q′)     (18)

Non-interacting cells factorise the partition sum, giving populations (degeneracies g_q, β = 1/kT)

c_q = g_q exp(−βE_f(q)) / [1 + Σ_p g_p exp(−βE_f(p))]     (20)

c_q/c_q′ = (g_q/g_q′) exp(−β(q − q′)(E_F − ε(q/q′)))     (21)

E_F(equal populations) = ε(q/q′) + kT ln(g_q′/g_q)/(q′ − q)     (22)

The model orbital has energy ε_d − λx, repulsion U and spring energy ½kx². Isolated, with E_v = −Δ, it gives

ε(+/0) = ε_d − λ²/(2k) + Δ
ε(0/−) = ε_d + U − 3λ²/(2k) + Δ     (3)

Here ε_d = 0.5 eV, U = 1.0 eV, λ = 2.0 eV/Å.

### Interacting defects

Independence of μ_i rests on the factorisation. Put the cells on a ring and add an energy W q_j q_{j+1} between neighbours. The probability that a chosen cell is in state a is proportional to its own weight w_a = g_a exp(−βE_f(a)) times the sum over all other cells, in which the chosen cell enters only through exp(−βW q_a (q_l + q_r)), with q_l and q_r the charges of its two neighbours. For the neutral state this factor is 1. Hence, exactly,

c₊/c₀ = (w₊/w₀) ⟨exp(−βW(q_l + q_r))⟩

where the average is over the remaining cells with the chosen one neutral. By (21) and (22), w₊/w₀ = exp(−β(E_F − E*)), with E* the equal-population point without interaction. Equal populations are now reached at E* + δ with δ = kT ln⟨exp(−βW(q_l + q_r))⟩. To first order in the concentrations at most one neighbour is charged, each of the two being positive with probability c₊ and negative with probability c₋, so the average is 1 + 2c₊(e^(−βW) − 1) + 2c₋(e^(βW) − 1). With ln(1 + y) ≈ y,

δ ≈ 2kT [c₊(e^(−βW) − 1) + c₋(e^(βW) − 1)]     (23)

The concentrations depend on μ_i, and so does δ. For repulsion between like charges and c₊ dominant the shift is negative: positive defects are penalised by their neighbours, so the neutral state catches up at a lower E_F. The shift vanishes linearly in the concentration for this short-range interaction. Equation (23) does not carry over to an unscreened Coulomb interaction, for which the corresponding sum over all other cells diverges in three dimensions, and on a ring diverges unless c₊ = c₋.

### The smooth envelope

The free energy of the defect summed over its charge states is

G(E_F) = −kT ln Z,  Z = Σ_q g_q exp(−βE_f(q; E_F))     (24)

Define P_q = g_q exp(−βE_f(q))/Z. Since ∂E_f(q)/∂E_F = q, Z′ = −β Σ q g_q exp(−βE_f(q)) = −βZ⟨q⟩, and

G′ = −kT Z′/Z = ⟨q⟩

Differentiating P_q gives P_q′ = −βq P_q − P_q Z′/Z = −β(q − ⟨q⟩)P_q, so

G″ = Σ q P_q′ = −β(⟨q²⟩ − ⟨q⟩²) = −Var(q)/kT ≤ 0     (25)

G is concave at every temperature, because a variance cannot be negative. Since every g_q ≥ 1, Z is at least exp(−βM), the smallest value its lowest-lying term can have; since every E_f(q) ≥ M, Z is at most exp(−βM) Σ g_q. Taking −kT ln reverses the inequalities:

M − kT ln Σ_q g_q ≤ G ≤ M     (26)

As T → 0 the bounds close and G tends to M. The kinks of M become regions of width of order kT in which the charge fluctuates.

## 7. A supercell model that can be solved exactly

The isolated orbital of section 1 is now embedded in a host. The parameters are round model values and represent no material. The supercell is a ring of eight sites, alternating between type A with on-site energy −Δ and type B with +Δ, with hopping −t between neighbours and periodic closure. A neutral A atom brings two electrons and a neutral B atom none, so N_bulk = 8.

With four two-site cells the allowed Bloch phases are κ = 0, π/2, π, 3π/2. The 2×2 Bloch matrix has diagonal ∓Δ and off-diagonal element −t(1 + e^(−iκ)), of squared modulus t²(2 + 2cos κ) = 4t²cos²(κ/2). Its eigenvalues are ±√(Δ² + 4t²cos²(κ/2)). At κ = π the coupling vanishes, so E_v = −Δ, E_c = +Δ and E_g = 2Δ. For Δ = 1.5 eV and t = 0.5 eV the eight electrons fill the lower band, and E_bulk = −2[√3.25 + 2√2.75 + 1.5] eV = −13.2388 eV, with E_v = −1.5 eV and E_g = 3.0 eV. The many-electron solver reproduces these from (6), and it is also tested against a sum of one-electron energies for an impurity at U = 0.

An impurity X with z_X = 1 replaces one B atom, so n_X = +1, n_B = −1 and by (4) N_e = 9 − q. On the impurity site the Hamiltonian has (ε_d − λx) n_d + U n_d↑ n_d↓, and the spring energy ½kx² is added. For each q from +2 to −2 the ground state is found by exact diagonalization and minimised over x. The Hellmann–Feynman theorem gives ∂E/∂x = −λ⟨n_d⟩ + kx, so a relaxed state obeys x = λ⟨n_d⟩/k, which is tested for q = +1, 0, −1. At t = 0 the same numerical relaxation is tested against (3). For the degeneracies, the lowest state in the sector of smallest spin projection is separated by more than 0.05 eV both from the next state in that sector and from the lowest state with the projection raised by one. This makes D⁺ and D⁻ singlets and D⁰ a doublet, whose partner follows from spin-reversal symmetry, so g = 1, 2, 1.

## 8. Worked numbers

Levels and energy differences worked by hand are given to 0.001 eV, because the inputs are rounded to four decimals; energies quoted to four decimals are those of the check output.

### Stiff lattice, k = 10 eV/Å²

q = +1:  E = −13.3627 eV, x = 0.0341 Å, ⟨n_d⟩ = 0.1706
q = 0:  E = −12.8173 eV, x = 0.2103 Å, ⟨n_d⟩ = 1.0513
q = −1:  E = −11.7666 eV, x = 0.3923 Å, ⟨n_d⟩ = 1.9614

Force balance for q = +1 reads 2.0 × 0.1706/10 = 0.0341 Å. The occupation of the impurity site is not an integer, while the charge state of the cell is; q is defined by (4) and not by a local population. From (12) with E_v = −1.5 eV,

ε(+/0) = (−13.3627 + 12.8173)/(0 − 1) + 1.5 = 0.5454 + 1.5 = 2.045 eV (0.07517 Ha)
ε(0/−) = (−12.8173 + 11.7666)/(−1 − 0) + 1.5 = 1.0507 + 1.5 = 2.551 eV (0.09374 Ha)
ε(+/−) = (−13.3627 + 11.7666)/(−1 − 1) + 1.5 = 2.298 eV (0.08445 Ha)
U_eff = −13.3627 − 11.7666 + 2 × 12.8173 = 0.505 eV (0.01857 Ha)

The third is the mean of the first two, as (10) requires.

Two chemical conditions are used, μ_X = −4.0 eV with μ_B = −1.0 eV (condition 1) or −2.0 eV (condition 2). Here −Σ n_i μ_i = −μ_X + μ_B. In condition 1, (7) gives

E_f(+; 0) = −13.3627 + 13.2388 + 4.0 − 1.0 − 1.5 = 1.3761 eV
E_f(0; 0) = −12.8173 + 13.2388 + 4.0 − 1.0 = 3.4215 eV
E_f(−; 0) = −11.7666 + 13.2388 + 4.0 − 1.0 + 1.5 = 5.9722 eV

In condition 2 the intercepts are 0.3761, 2.4215 and 4.9722 eV, each lower by 1 eV because the removed B atom is deposited in a reservoir 1 eV deeper. A grid search for the lowest of all five lines, q = +2 to −2, finds kinks at 2.045 and 2.551 eV in both conditions.

A second check tests the particle bookkeeping and (22) with the same total energies. All configurations of a ring of six cells are enumerated with grand-canonical weights built from total energies and particle numbers, at T = 1000 K where kT = 0.08617 eV and kT ln 2 = 0.05973 eV, and the E_F of equal populations is found by root search. It gives 1.9857, 2.6105 and 2.2981 eV for (+/0), (0/−) and (+/−) in both conditions, against 2.0454 − 0.0597, 2.5508 + 0.0597 and 2.2981 from (22). The concentrations do change. At ε(+/−) the formation energy is 3.6742 eV in condition 1 and 2.6742 eV in condition 2, and c₊ rises from 3.0 × 10⁻¹⁹ to 3.3 × 10⁻¹⁴ per cell, in agreement with the dilute form of (20).

Adding V = −2.0 eV to all on-site energies and repeating the diagonalizations moves E_v to −3.5 eV and leaves ε(+/0) at 2.0454 eV. With the old E_v the level is displaced by V, which the program also asserts.

The vertical levels are 2.198 eV at the geometry of D⁺ and 1.899 eV at the geometry of D⁰, on either side of 2.045 eV as in (14). The relaxation energies are 2.1977 − 2.0454 = 0.152 eV and 2.0454 − 1.8985 = 0.147 eV. An upper bound on both follows from the argument of section 5 applied to x. The electronic ground-state energy is a minimum over wavefunctions of expectation values that are affine in x, so it is concave in x and lies below its tangent. Adding the spring term, and using that the total derivative vanishes at the minimum x_q, gives E(q; x) − E(q; x_q) ≤ ½k(x − x_q)². With x_0 − x_+ = 0.2103 − 0.0341 = 0.1762 Å the bound is 5 × 0.1762² = 0.155 eV, and both values respect it.

At E_F = ε(+/0) in condition 1 the envelope is M = 3.4215 eV. The weights relative to exp(−βM) are 1 for D⁺, 2 for D⁰ and exp(−U_eff/kT) = exp(−0.5054/0.08617) = 0.0028 for D⁻. Then Z exp(βM) = 3.0028, G = 3.4215 − 0.08617 × ln 3.0028 = 3.327 eV, and ⟨q⟩ = (1 − 0.0028)/3.0028 = 0.3321, slightly below 1/3 because of the small D⁻ population. With ⟨q²⟩ = 1.0028/3.0028 the variance is 0.2237, and (25) gives −0.2237/0.08617 = −2.596 eV⁻¹, matching the finite-difference second derivative of G. Equations (25) and (26) and the relation G′ = ⟨q⟩ are tested at points across the gap.

### Soft lattice, k = 2.5 eV/Å²

q = +1:  E = −13.3836 eV, x = 0.1645 Å, ⟨n_d⟩ = 0.2056
q = 0:  E = −13.5385 eV, x = 0.9394 Å, ⟨n_d⟩ = 1.1743
q = −1:  E = −14.1437 eV, x = 1.5981 Å, ⟨n_d⟩ = 1.9976

Displacements of this size are a property of the chosen spring and would be outside the harmonic range of a real bond. The levels are

ε(+/0) = (−13.3836 + 13.5385)/(−1) + 1.5 = 1.345 eV (0.04943 Ha)
ε(0/−) = (−13.5385 + 14.1437)/(−1) + 1.5 = 0.895 eV (0.03289 Ha)
ε(+/−) = (−13.3836 + 14.1437)/(−2) + 1.5 = 1.120 eV (0.04116 Ha)
U_eff = 0.895 − 1.345 = −0.450 eV (−0.01654 Ha)

The interval (18) for the neutral state is empty. The grid search finds a single kink at 1.120 eV in both conditions and never selects q = 0. The hidden crossings keep a meaning at finite temperature: the enumeration finds D⁺ and D⁰ equally populated at 1.2853 eV and D⁰ and D⁻ at 0.9546 eV, again ε ∓ kT ln 2, but at each of these points the third state is the majority, since it lies lower.

### Effect of the host

In both cases hopping raises the levels above their t = 0 values (2.045 against 1.8 and 2.551 against 2.4 eV; 1.345 against 1.2 and 0.895 against 0.6 eV) and reduces the magnitude of U_eff. The direction of the level shifts follows from second-order perturbation theory in t. At t = 0 all A sites are full, so the only hops involving the impurity are from its two A neighbours into its empty spin orbitals, and each lowers the energy by t² over the excitation energy. Hops into the other B sites contribute equally to all charge states, and the change of x does not enter at this order because the energy is stationary in x. D⁺ has two empty spin orbitals at x = 0 and gains 4t²/(ε_d + Δ). D⁰ has one, at energy ε_d − λ²/k + U, and gains 2t²/(ε_d − λ²/k + U + Δ). D⁻ has none. Hence ε(0/−) rises by the gain of D⁰, and ε(+/0) rises by the gain of D⁺ less that of D⁰, which is positive for both springs. The signs agree with the exact results; the sizes were not tested against this estimate.

### The states q = ±2

The output shows ε(2+/+) = 0.0000 eV for both springs. The combination of the four A orbitals with alternating signs couples to no B site, because the two neighbours of any B site enter with opposite sign, and this remains true when the B site is the impurity. Its occupation is conserved and its energy is exactly −Δ. It is doubly occupied in D⁺ for both springs, and removing an electron from it gives a seven-electron state of energy E(D⁺) + Δ, so E(D²⁺) ≤ E(D⁺) + Δ and ε(2+/+) = E(D⁺) − E(D²⁺) − E_v ≥ 0. The program asserts the opposite bound, ε(2+/+) < 10⁻⁶ eV. The state labelled 2+ is thus D⁺ plus a hole at the band edge and is not a charge state of the defect. At the other end ε(−/2−) is 3.057 eV (stiff) and 3.050 eV (soft), above the gap of 3.0 eV. The tested statement is only that it does not fall inside the gap. That the small excess is a finite-size effect, the extra electron being confined to the three remaining B sites, is a conjecture. For an implementation the consequence is that a crossing found at or very near a band edge calls for a check of where the added or removed electron resides.

### A crossing that moves

A B vacancy in charge −1 is added to the enumeration with an assigned total energy 3.0 eV above E_bulk, n_X = 0 and n_B = −1. With μ_B = −1.0 eV its intercept is 3.0 − 1.0 + 1.5 = 3.5 eV. By (8) it crosses the X⁺ line of the stiff case at (1.3761 − 3.5)/(−1 − 1) = 1.062 eV for μ_X = −4.0 eV. Equation (13) predicts the slope (0 − 1)/(−1 − 1) = ½, so raising μ_X to −3.6 eV should move the crossing up by 0.2 eV. The enumeration gives 1.0619 and 1.2619 eV, slope 0.5000. More impurity makes the donor cheaper, and a higher Fermi level is needed before the acceptor matches it.

### A level that moves through interaction

With W = 0.1 eV in the stiff case, μ_X is set so that the neutral formation energy takes three values, and the shift of the (+/0) equal-population point is compared with (23):

E_f(0) = 2.0 eV:  c₊ = 1.665 × 10⁻¹⁰, shift −1.966 × 10⁻¹¹ eV, first order −1.966 × 10⁻¹¹ eV
E_f(0) = 0.6 eV:  c₊ = 1.886 × 10⁻³, shift −2.231 × 10⁻⁴ eV, first order −2.227 × 10⁻⁴ eV
E_f(0) = 0.1 eV:  c₊ = 0.278, shift −0.0446 eV, first order −0.0328 eV

In the middle case the two differ by 0.2% of the first-order value, comparable to c₊ itself, as expected of terms of second order in the concentration. In the last case more than a quarter of the cells are positively charged, the expansion no longer holds, and (23) falls short by about 27% of the enumerated shift. The apparent level has then moved by 0.045 eV through a change of μ_X alone. A periodic supercell calculation places one defect in every cell, and E_corr in (5) is what must remove the corresponding interaction before (12) describes an isolated defect.

Computed results

```
Delta=1.5 t=0.5 eps_d=0.5 U=1.0 eV, lam=2.0 eV/A
T=1000 K, kT=0.08617 eV, kT ln2=0.05973 eV, 1 Ha=27.2114 eV
Ebulk=-13.2388 eV, Ev=-1.5000 eV, gap=3.0000 eV
muX=-4.0 eV, muB=-1.0 eV (cond 1), -2.0 eV (cond 2)
--- stiff: k=10.0 eV/A^2, lam^2/k=0.40 eV
q=+1: E=-13.3627 eV, x=0.0341 A, n_d=0.1706
q=+0: E=-12.8173 eV, x=0.2103 A, n_d=1.0513
q=-1: E=-11.7666 eV, x=0.3923 A, n_d=1.9614
eps(2+/+)=0.0000, eps(-/2-)=3.0572 eV
eps(+/0)=2.0454 eV = 0.07517 Ha
eps(0/-)=2.5508 eV = 0.09374 Ha
eps(+/-)=2.2981 eV = 0.08445 Ha
Ueff=0.5054 eV = 0.01857 Ha
t=0 limit: eps(+/0)=1.8000, eps(0/-)=2.4000, Ueff=0.6000 eV
cond 1: Ef(EF=0) +,0,-: 1.3761 3.4215 5.9722 eV
  envelope kinks (eV): 2.045 2.551
  equal population +/0, 0/-, +/-: 1.9857 2.6105 2.2981 eV
  at eps(+/-): Ef=3.6742 eV, c+=3.041e-19 per cell
cond 2: Ef(EF=0) +,0,-: 0.3761 2.4215 4.9722 eV
  envelope kinks (eV): 2.045 2.551
  equal population +/0, 0/-, +/-: 1.9857 2.6105 2.2981 eV
  at eps(+/-): Ef=2.6742 eV, c+=3.332e-14 per cell
--- soft: k=2.5 eV/A^2, lam^2/k=1.60 eV
q=+1: E=-13.3836 eV, x=0.1645 A, n_d=0.2056
q=+0: E=-13.5385 eV, x=0.9394 A, n_d=1.1743
q=-1: E=-14.1437 eV, x=1.5981 A, n_d=1.9976
eps(2+/+)=0.0000, eps(-/2-)=3.0502 eV
eps(+/0)=1.3450 eV = 0.04943 Ha
eps(0/-)=0.8949 eV = 0.03289 Ha
eps(+/-)=1.1200 eV = 0.04116 Ha
Ueff=-0.4502 eV = -0.01654 Ha
t=0 limit: eps(+/0)=1.2000, eps(0/-)=0.6000, Ueff=-0.6000 eV
cond 1: Ef(EF=0) +,0,-: 1.3552 2.7003 3.5951 eV
  envelope kinks (eV): 1.120
  equal population +/0, 0/-, +/-: 1.2853 0.9546 1.1200 eV
  at eps(+/-): Ef=2.4752 eV, c+=3.354e-13 per cell
cond 2: Ef(EF=0) +,0,-: 0.3552 1.7003 2.5951 eV
  envelope kinks (eV): 1.120
  equal population +/0, 0/-, +/-: 1.2853 0.9546 1.1200 eV
  at eps(+/-): Ef=1.4752 eV, c+=3.676e-08 per cell
--- further tests, stiff case
shift V=-2.0 eV: Ev=-3.5000, eps(+/0)=2.0454 eV
vertical +/0: 2.1977 eV at x(+), 1.8985 eV at x(0)
vacancy energy 3.0 eV, muB=-1.0 eV, Ef(vac-;EF=0)=3.5000 eV; crossing with X+:
  1.0619 eV (muX=-4.0), 1.2619 eV (muX=-3.6), slope 0.5000
neighbour interaction W=0.1 eV, shift of +/0 equal-population point:
  Ef(0)=2.0 eV: c+=1.665e-10, shift=-1.966e-11, 1st order=-1.966e-11 eV
  Ef(0)=0.6 eV: c+=1.886e-03, shift=-2.231e-04, 1st order=-2.227e-04 eV
  Ef(0)=0.1 eV: c+=2.780e-01, shift=-4.462e-02, 1st order=-3.277e-02 eV
at eps(+/0), cond 1: envelope=3.4215 eV, G=3.3267 eV
  <q>=0.3321, Var q=0.2237, d2G/dEF2=-2.5958 1/eV
random sets: 100, never-stable states: 248 of 700
```
